# Voigt factors and the Bond matrices for stress and strain: test program

```python
"""Voigt matrices of elastic and piezoelectric tensors and their rotation.

Result under test: with pair order 11,22,33,23,13,12 and doubled shear
strains, c_ab = c_ijkl, s_ab = w_a w_b s_ijkl, d_ia = w_a d_ijk, e_ia = e_ijk,
where w = (1,1,1,2,2,2). For new axes x' = a x, stress columns rotate with M
and strain columns with N = inverse transpose of M, so that
c' = M c M^T, s' = N s N^T, d' = a d N^T, e' = a e M^T.
c: stiffness, s: compliance, d: strain per field, e: polarization per strain.
Tensor results come from full index sums and a 9x9 pseudo-inverse.
"""
import itertools
import numpy as np

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
INDEX = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
WEIGHT = np.array([1., 1., 1., 2., 2., 2.])


def pair_matrix(a):
    """Symmetrized product of direction cosines for two index pairs."""
    return np.array([[(a[i, k] * a[j, l] + a[i, l] * a[j, k]) / 2
                      for k, l in PAIRS] for i, j in PAIRS])


def bond_stress(a):
    return pair_matrix(a) * WEIGHT[None, :]


def bond_strain(a):
    return WEIGHT[:, None] * pair_matrix(a)


def column(t):
    """Six distinct components of a symmetric tensor, without factors."""
    return np.array([t[i, j] for i, j in PAIRS])


def pick3(t):
    return np.array([[t[i, j, k] for j, k in PAIRS] for i in range(3)])


def pick4(t):
    return np.array([[t[i, j, k, l] for k, l in PAIRS] for i, j in PAIRS])


def stiffness_tensor(c):
    return c[INDEX[:, :, None, None], INDEX[None, None, :, :]]


def compliance_tensor(c4):
    """Inverse on symmetric tensors, found without Voigt notation."""
    return np.linalg.pinv(c4.reshape(9, 9), rcond=1e-10).reshape(3, 3, 3, 3)


def rotate3(a, t):
    return np.einsum('ip,jq,kr,pqr->ijk', a, a, a, t, optimize=True)


def rotate4(a, t):
    return np.einsum('ip,jq,kr,ls,pqrs->ijkl', a, a, a, a, t, optimize=True)


def close(x, y, tol=1e-9):
    return np.allclose(x, y, rtol=tol, atol=tol)


# General tests: random triclinic tensors, proper and improper axis changes
rng = np.random.default_rng(7)
WW = np.outer(WEIGHT, WEIGHT)
largest_error = 0.0
for trial in range(10):
    a, _ = np.linalg.qr(rng.normal(size=(3, 3)))
    if np.linalg.det(a) * (-1) ** trial < 0:
        a = -a
    M, N = bond_stress(a), bond_strain(a)
    stress = rng.normal(size=(3, 3))
    stress = stress + stress.T
    strain = rng.normal(size=(3, 3))
    strain = strain + strain.T
    assert close(M @ column(stress), column(a @ stress @ a.T))
    assert close(N @ (WEIGHT * column(strain)),
                 WEIGHT * column(a @ strain @ a.T))
    assert close(np.sum(stress * strain),
                 column(stress) @ (WEIGHT * column(strain)))
    assert close(np.linalg.inv(M).T, N)

    root = rng.normal(size=(6, 6))
    c = root @ root.T + 3 * np.eye(6)
    c4 = stiffness_tensor(c)
    s4 = compliance_tensor(c4)
    s = np.linalg.inv(c)
    assert close(s, WW * pick4(s4))
    d3 = rng.normal(size=(3, 3, 3))
    d3 = d3 + d3.transpose(0, 2, 1)
    d = WEIGHT * pick3(d3)
    # the matrix d must give the strain produced by a field
    field = rng.normal(size=3)
    field_strain = np.einsum('ijk,i->jk', d3, field)
    assert close(d.T @ field, WEIGHT * column(field_strain))
    # and the polarization produced by a stress
    assert close(d @ column(stress), np.einsum('ijk,jk->i', d3, stress))
    e3 = np.einsum('imn,mnjk->ijk', d3, c4)
    e = d @ c
    assert close(e, pick3(e3))

    c_new = M @ c @ M.T
    s_new = N @ s @ N.T
    d_new = a @ d @ N.T
    e_new = a @ e @ M.T
    direct = [pick4(rotate4(a, c4)), WW * pick4(rotate4(a, s4)),
              WEIGHT * pick3(rotate3(a, d3)), pick3(rotate3(a, e3))]
    for matrix, reference in zip([c_new, s_new, d_new, e_new], direct):
        assert close(matrix, reference)
        largest_error = max(largest_error, np.max(abs(matrix - reference)))
    # using the stress matrix for the compliance breaks the inverse relation
    assert np.max(abs(M @ s @ M.T @ c_new - np.eye(6))) > 1e-2
    # equal square-root weights give one orthogonal matrix
    h = np.sqrt(WEIGHT)
    K = h[:, None] * pair_matrix(a) * h[None, :]
    assert close(K @ K.T, np.eye(6))
    assert close(K @ (h * column(stress)), h * column(a @ stress @ a.T))
    assert not close(M @ M.T, np.eye(6), 1e-3)

# Signed permutations of the axes hide the difference between M and N
hidden = 0
for order in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        g = np.diag(signs) @ np.eye(3)[list(order)]
        hidden += int(close(bond_stress(g), bond_strain(g)))
assert hidden == 48


def cubic(c11, c12, c44):
    c = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    c[:3, :3] += c12
    return c


# Worked example: cubic model crystal, axes turned by 45 degrees about x3
c11, c12, c44, d14 = 100.0, 60.0, 50.0, 4.0     # GPa and pm/V
angle = np.pi / 4
co, si = np.cos(angle), np.sin(angle)
a = np.array([[co, si, 0], [-si, co, 0], [0, 0, 1]])
M, N = bond_stress(a), bond_strain(a)
c = cubic(c11, c12, c44)
s = np.linalg.inv(c)
c4 = stiffness_tensor(c)
s4 = compliance_tensor(c4)
d = np.zeros((3, 6))
d[0, 3] = d[1, 4] = d[2, 5] = d14
d3 = (d / WEIGHT)[:, INDEX]
c_new, s_new, d_new = M @ c @ M.T, N @ s @ N.T, a @ d @ N.T
s_bad, d_bad = M @ s @ M.T, a @ d @ M.T

# Direct contractions in the original axes
n, m = a[0], a[1]
s11_direct = np.einsum('i,j,k,l,ijkl', n, n, n, n, s4)
shear_stress = np.outer(n, m) + np.outer(m, n)
shear_strain = np.einsum('ijkl,kl->ij', s4, shear_stress)
s66_direct = 2 * n @ shear_strain @ m
field = 1.0e6                                    # V/m
strain_tensor = 1e-12 * field * d3[2]
strain_direct = n @ strain_tensor @ n
strain_good = 1e-12 * d_new[2, 0] * field
strain_bad = 1e-12 * d_bad[2, 0] * field
assert close(s_new[0, 0], s11_direct)
assert close(s_new[5, 5], s66_direct)
assert np.isclose(strain_good, strain_direct, rtol=1e-10, atol=0)
assert close((s[0, 0] + s[0, 1]) / 2 + s[3, 3] / 4, s11_direct)
assert close(2 * (s[0, 0] - s[0, 1]), s66_direct)
c66_direct = np.einsum('i,j,k,l,ijkl', n, m, n, m, c4)
assert close((c11 - c12) / 2, c66_direct)
assert close(c_new[5, 5], c66_direct)
assert close(d[2, 5] / 2, np.einsum('j,k,jk', n, n, d3[2]))
young_100, young_110 = 1 / s[0, 0], 1 / s11_direct
young_bad = 1 / s_bad[0, 0]
assert young_110 > young_100 > young_bad
assert close(strain_bad / strain_direct, 2)

# An isotropic solid must look the same in all axes
s_iso = np.linalg.inv(cubic(c11, c12, (c11 - c12) / 2))
assert close(s_iso[3, 3], 2 * (s_iso[0, 0] - s_iso[0, 1]))
assert close(N @ s_iso @ N.T, s_iso)
iso_bad = M @ s_iso @ M.T
assert not close(iso_bad, s_iso, 1e-3)


def show(name, matrix):
    print(name)
    for row in matrix:
        print(' '.join(f'{np.round(x, 6) + 0.0:7.3f}' for x in row))


print(f'Inputs c11, c12, c44 = {c11:.0f}, {c12:.0f}, {c44:.0f} GPa')
print(f'Input d14 = d25 = d36 = {d14:.1f} pm/V')
print(f'Rotation about x3 = {np.degrees(angle):.0f} degrees')
print(f's11 = {1e3 * s[0, 0]:.3f} 1/TPa')
print(f's12 = {1e3 * s[0, 1]:.3f} 1/TPa')
print(f's44 = {1e3 * s[3, 3]:.3f} 1/TPa')
print(f'tensor s2323 = {1e3 * s4[1, 2, 1, 2]:.3f} 1/TPa')
print(f'tensor c2323 = {c4[1, 2, 1, 2]:.1f} GPa')
print(f'tensor d123 = {d3[0, 1, 2]:.1f} pm/V')
show('Stress Bond matrix M (no unit):', M)
show('Strain Bond matrix N (no unit):', N)
print(f"c'11, c'12, c'66 = {c_new[0, 0]:.1f}, {c_new[0, 1]:.1f}, "
      f"{c_new[5, 5]:.1f} GPa")
print(f"s'11 correct = {1e3 * s_new[0, 0]:.3f} 1/TPa")
print(f"s'11 with M by mistake = {1e3 * s_bad[0, 0]:.3f} 1/TPa")
print(f"s'66 correct = {1e3 * s_new[5, 5]:.3f} 1/TPa")
print(f"s'66 with M by mistake = {1e3 * s_bad[5, 5]:.3f} 1/TPa")
print(f'Young modulus [100] = {young_100:.2f} GPa')
print(f'Young modulus [110], direct = {young_110:.2f} GPa')
print(f'Young modulus [110], mistaken = {young_bad:.2f} GPa')
print(f"Shear modulus 1/s'66, direct = {1 / s66_direct:.2f} GPa")
print(f"Shear modulus 1/s'66, mistaken = {1 / s_bad[5, 5]:.2f} GPa")
show("d' correct (pm/V):", d_new)
show("d' with M by mistake (pm/V):", d_bad)
print(f'Field along x3 = {field / 1e6:.1f} MV/m')
print(f'Strain along [110], direct = {strain_direct:.2e} (no unit)')
print(f'Strain along [110], mistaken = {strain_bad:.2e} (no unit)')
print(f'Isotropic s11 = {1e3 * s_iso[0, 0]:.3f} 1/TPa')
print(f"Isotropic s'11, mistaken = {1e3 * iso_bad[0, 0]:.3f} 1/TPa")
print(f'Signed axis permutations with M = N: {hidden} of 48')
print(f'Largest rotation-law error, random tests = {largest_error:.1e}')
print('tests ok')
```

It prints:

```
Inputs c11, c12, c44 = 100, 60, 50 GPa
Input d14 = d25 = d36 = 4.0 pm/V
Rotation about x3 = 45 degrees
s11 = 18.182 1/TPa
s12 = -6.818 1/TPa
s44 = 20.000 1/TPa
tensor s2323 = 5.000 1/TPa
tensor c2323 = 50.0 GPa
tensor d123 = 2.0 pm/V
Stress Bond matrix M (no unit):
  0.500   0.500   0.000   0.000   0.000   1.000
  0.500   0.500   0.000   0.000   0.000  -1.000
  0.000   0.000   1.000   0.000   0.000   0.000
  0.000   0.000   0.000   0.707  -0.707   0.000
  0.000   0.000   0.000   0.707   0.707   0.000
 -0.500   0.500   0.000   0.000   0.000   0.000
Strain Bond matrix N (no unit):
  0.500   0.500   0.000   0.000   0.000   0.500
  0.500   0.500   0.000   0.000   0.000  -0.500
  0.000   0.000   1.000   0.000   0.000   0.000
  0.000   0.000   0.000   0.707  -0.707   0.000
  0.000   0.000   0.000   0.707   0.707   0.000
 -1.000   1.000   0.000   0.000   0.000   0.000
c'11, c'12, c'66 = 130.0, 30.0, 20.0 GPa
s'11 correct = 10.682 1/TPa
s'11 with M by mistake = 25.682 1/TPa
s'66 correct = 50.000 1/TPa
s'66 with M by mistake = 12.500 1/TPa
Young modulus [100] = 55.00 GPa
Young modulus [110], direct = 93.62 GPa
Young modulus [110], mistaken = 38.94 GPa
Shear modulus 1/s'66, direct = 20.00 GPa
Shear modulus 1/s'66, mistaken = 80.00 GPa
d' correct (pm/V):
  0.000   0.000   0.000   0.000   4.000   0.000
  0.000   0.000   0.000  -4.000   0.000   0.000
  2.000  -2.000   0.000   0.000   0.000   0.000
d' with M by mistake (pm/V):
  0.000   0.000   0.000   0.000   4.000   0.000
  0.000   0.000   0.000  -4.000   0.000   0.000
  4.000  -4.000   0.000   0.000   0.000   0.000
Field along x3 = 1.0 MV/m
Strain along [110], direct = 2.00e-06 (no unit)
Strain along [110], mistaken = 4.00e-06 (no unit)
Isotropic s11 = 18.182 1/TPa
Isotropic s'11, mistaken = 55.682 1/TPa
Signed axis permutations with M = N: 48 of 48
Largest rotation-law error, random tests = 2.8e-14
tests ok
```
